\section*{Relativistic recoil operator from transverse photon exchange with the moving nucleus}

\section{A coincidence in hydrogenlike iodine}

Take one electron bound to a point nucleus with $Z=53$ and a mass of 127 u. The kinetic energy of the recoiling nucleus raises the $2s$ level by $0.0553$ eV and the $2p_{1/2}$ level by $0.0494$ eV. The magnetic interaction of the electron with the moving nucleus changes them by $-0.0124$ eV and $-0.0065$ eV. The two contributions differ from state to state, yet both sums are $0.0429$ eV. Theorem 1 gives the operator behind these numbers, and Theorem 2 explains the equality.

\section{Assumptions and statement}

Units are $\hbar=c=1$ with $e^2=4\pi\alpha$. The electron charge is $-e$, the nuclear charge $Ze$, and $\zeta=Z\alpha$. Electron $i$ is at $\mathbf r_i'$ and the nucleus at $\mathbf R$; we write $\mathbf r_i=\mathbf r_i'-\mathbf R$ and $\mathbf n_i=\mathbf r_i/r_i$. Repeated Cartesian indices $a,b$ are summed. The assumptions are these.

\begin{enumerate}
\item The nucleus is a spinless point of mass $M\gg m$, moving nonrelativistically. Terms of order $1/M^2$ are dropped.
\item The total momentum of electrons, nucleus and field is zero.
\item One transverse photon is exchanged between an electron and the nucleus, and its energy $k$ is large compared with the atomic excitation energies.
\item The result is used in first order, with positive-energy Dirac wavefunctions.
\end{enumerate}

\paragraph{Theorem 1.} Under these assumptions the motion of the nucleus adds to the Hamiltonian of the electrons
\begin{equation}
H_M=\frac1{2M}\sum_{i,j}\left[\mathbf p_i\cdot\mathbf p_j-\frac{Z\alpha}{r_i}\bigl(\boldsymbol\alpha_i+(\boldsymbol\alpha_i\cdot\mathbf n_i)\mathbf n_i\bigr)\cdot\mathbf p_j\right].
\label{HM}
\end{equation}
The sum includes $i=j$.

\section{Two lemmas on the photon}

\paragraph{Lemma 1.} Let two sources couple to a mode of frequency $k$ through $(g_1+g_2)(a+a^\dagger)$, with $g_s=q_s/\sqrt{2k}$. If the excitation energies of the sources are neglected against $k$, their interaction energy is $-q_1q_2/k^2$.

\paragraph{Proof.} In second-order perturbation theory the intermediate state holds one photon and lies higher by $k$. Source 1 may emit and source 2 absorb, or the reverse. Each ordering gives $-g_1g_2/k$, so the sum is
\begin{equation}
-\frac{2g_1g_2}{k}=-\frac{2}{k}\,\frac{q_1q_2}{2k}=-\frac{q_1q_2}{k^2}.
\end{equation}

\paragraph{Lemma 2.} For $\mathbf r\neq0$ and $\hat{\mathbf k}=\mathbf k/k$,
\begin{equation}
I_{ab}=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{e^{i\mathbf k\cdot\mathbf r}}{k^2}\bigl(\delta_{ab}-\hat k_a\hat k_b\bigr)=\frac{\delta_{ab}+n_an_b}{8\pi r}.
\label{tensor}
\end{equation}

\paragraph{Proof.} By rotational symmetry $I_{ab}=A\,\delta_{ab}+B\,n_an_b$, so two conditions fix $A$ and $B$. The trace of the polarization factor is 2, and the transform of $1/k^2$ is $1/(4\pi r)$. Hence $3A+B=2/(4\pi r)$. For the component along $\mathbf n$, put $\mu=\hat{\mathbf k}\cdot\mathbf n$ and insert a convergence factor $e^{-\epsilon k}$:
\begin{align}
A+B&=\frac1{4\pi^2}\int_{-1}^{1}\!d\mu\,(1-\mu^2)\int_0^\infty\!dk\,e^{-\epsilon k}\cos(kr\mu)\nonumber\\
&=\frac1{4\pi^2}\int_{-1}^{1}\!d\mu\,(1-\mu^2)\frac{\epsilon}{\epsilon^2+r^2\mu^2}\;\longrightarrow\;\frac1{4\pi^2}\,\frac{\pi}{r}=\frac1{4\pi r}.
\end{align}
For $\epsilon\to0$ the fraction acts as $\pi\delta(r\mu)=(\pi/r)\delta(\mu)$. Subtracting the two conditions gives $2A=1/(4\pi r)$, so $A=B=1/(8\pi r)$.

The tensor has no divergence:
\begin{equation}
\partial_b\frac{\delta_{ab}}r+\partial_b\frac{r_ar_b}{r^3}=-\frac{n_a}{r^2}+\frac{(1+3-3)\,n_a}{r^2}=0.
\label{div}
\end{equation}
This also holds at the origin, because $k_b(\delta_{ab}-\hat k_a\hat k_b)=0$ for every $\mathbf k$.

\section{Proof of Theorem 1}

In Coulomb gauge, charge $-e$ turns $\boldsymbol\alpha_i\cdot\mathbf p_i$ into $\boldsymbol\alpha_i\cdot(\mathbf p_i+e\mathbf A(\mathbf r_i'))$. The nuclear energy is
\begin{equation}
\frac{(\mathbf P-Ze\mathbf A(\mathbf R))^2}{2M}=\frac{\mathbf P^2}{2M}-\frac{Ze}{M}\,\mathbf P\cdot\mathbf A(\mathbf R)+\frac{Z^2e^2}{2M}\mathbf A(\mathbf R)^2 ,
\label{nuc}
\end{equation}
where $\mathbf P\cdot\mathbf A=\mathbf A\cdot\mathbf P$ because $\nabla\cdot\mathbf A=0$. The last term needs two photons and is excluded by assumption 3.

\emph{Kinetic part.} With no photon present, assumption 2 gives $\mathbf P=-\sum_j\mathbf p_j$, so
\begin{equation}
\frac{\mathbf P^2}{2M}=\frac1{2M}\sum_{i,j}\mathbf p_i\cdot\mathbf p_j .
\end{equation}
The terms with $i\ne j$ arise because one nucleus balances the momenta of all electrons.

\emph{Photon part.} In a quantization volume $\Omega$,
\begin{equation}
\mathbf A(\mathbf x)=\sum_{\mathbf k\lambda}\frac{\boldsymbol\epsilon_{\mathbf k\lambda}}{\sqrt{2k\Omega}}\left(a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf x}+a^\dagger_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf x}\right).
\end{equation}
The electron vertex carries $e\,\boldsymbol\alpha_i$ and the nuclear vertex $-(Ze/M)\mathbf P$. The two time orderings have phases $e^{\pm i\mathbf k\cdot\mathbf r_i}$, which become equal under $\mathbf k\to-\mathbf k$ in the sum. Lemma 1 for each mode, with $\sum_\lambda\epsilon_a\epsilon_b=\delta_{ab}-\hat k_a\hat k_b$, gives
\begin{align}
U_i&=-\int\!\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf r_i}}{k^2}\,(e\,\alpha_{i,a})\bigl(\delta_{ab}-\hat k_a\hat k_b\bigr)\left(-\frac{Ze}{M}P_b\right)\nonumber\\
&=\frac{Ze^2}{M}\,\alpha_{i,a}\,\frac{\delta_{ab}+n_{i,a}n_{i,b}}{8\pi r_i}\,P_b\nonumber\\
&=\frac{Z\alpha}{2Mr_i}\bigl(\boldsymbol\alpha_i+(\boldsymbol\alpha_i\cdot\mathbf n_i)\mathbf n_i\bigr)\cdot\mathbf P .
\label{Ui}
\end{align}
While the photon is in flight, $\mathbf P$ also contains $-\mathbf k$. That part is removed by the transverse polarization, as is the commutator of $\mathbf P$ with $e^{i\mathbf k\cdot\mathbf r_i}$. Setting $\mathbf P=-\sum_j\mathbf p_j$ in (\ref{Ui}) and summing over $i$ gives the second term of (\ref{HM}). By (\ref{div}) the momentum may stand on either side of the tensor, so $H_M$ is Hermitian. This proves the theorem.

\paragraph{Remark 1 (meaning of the sign).} A nucleus with velocity $\mathbf u=\mathbf P/M$ produces the vector potential $Ze\,[\mathbf u+\mathbf n(\mathbf n\cdot\mathbf u)]/(8\pi r)$, and (\ref{Ui}) is the energy of the electron current in it. In a one-electron atom the nucleus moves against the electron and has the opposite charge. The two currents are therefore parallel and attract, which lowers the energy.

\section{One electron in a Coulomb field}

Let $V=-\zeta/r$ and $H=\boldsymbol\alpha\cdot\mathbf p+\beta m+V$, with $H\psi=E\psi$ and $\psi$ normalized. Near the nucleus $\psi\sim r^{\gamma-1}$, where $\gamma=\sqrt{\kappa^2-\zeta^2}$ and $\kappa$ is the Dirac angular quantum number.

\paragraph{Theorem 2.} If $\gamma>1/2$, then
\begin{equation}
\langle H_M\rangle=\frac{m^2-E^2}{2M}.
\label{closed}
\end{equation}

\paragraph{Proof.} For one electron
\begin{equation}
2M\langle H_M\rangle=\langle\mathbf p^2\rangle+\langle V\boldsymbol\alpha\cdot\mathbf p\rangle+\langle V(\boldsymbol\alpha\cdot\mathbf n)(\mathbf n\cdot\mathbf p)\rangle .
\label{three}
\end{equation}
The last term is reduced with two commutators. Since $dV/dr=-V/r$,
\begin{align}
[H,V]&=-i\,\boldsymbol\alpha\cdot\mathbf n\,\frac{dV}{dr}=i\,\boldsymbol\alpha\cdot\mathbf n\,\frac Vr,\\
[H,\mathbf r\cdot\mathbf p]&=-i\,\boldsymbol\alpha\cdot\mathbf p+i\,r\frac{dV}{dr}=-i(\boldsymbol\alpha\cdot\mathbf p+V).
\label{dil}
\end{align}
The first gives $V(\boldsymbol\alpha\cdot\mathbf n)(\mathbf n\cdot\mathbf p)=(V/r)(\boldsymbol\alpha\cdot\mathbf n)(\mathbf r\cdot\mathbf p)=-i[H,V]\,\mathbf r\cdot\mathbf p$. In the mean value, $H$ on the far left becomes $E$, and $E$ can be moved to the far right and written as $H$ again:
\begin{align}
-i\langle(HV-VH)\,\mathbf r\cdot\mathbf p\rangle&=-i\langle V(\mathbf r\cdot\mathbf p)H-VH(\mathbf r\cdot\mathbf p)\rangle\nonumber\\
&=i\langle V[H,\mathbf r\cdot\mathbf p]\rangle=\langle V\boldsymbol\alpha\cdot\mathbf p\rangle+\langle V^2\rangle .
\label{reduce}
\end{align}
Moving $H$ to the left leaves a surface term at the origin that is at most of order $r^{2}\,r^{\gamma-1}\,r^{\gamma-2}=r^{2\gamma-1}$. It vanishes for $\gamma>1/2$, the condition that also keeps $\langle\mathbf p^2\rangle$ finite. Equation (\ref{three}) is now
\begin{equation}
2M\langle H_M\rangle=\langle\mathbf p^2\rangle+2\langle V\boldsymbol\alpha\cdot\mathbf p\rangle+\langle V^2\rangle .
\end{equation}
The mean value $\langle V\boldsymbol\alpha\cdot\mathbf p\rangle=\langle V(E-\beta m-V)\rangle$ is real, hence equal to $\langle\boldsymbol\alpha\cdot\mathbf p\,V\rangle$. With $(\boldsymbol\alpha\cdot\mathbf p)^2=\mathbf p^2$ the right side is a squared norm:
\begin{align}
2M\langle H_M\rangle&=\|(\boldsymbol\alpha\cdot\mathbf p+V)\psi\|^2=\|(E-\beta m)\psi\|^2\nonumber\\
&=E^2-2Em\langle\beta\rangle+m^2 .
\end{align}
The mean value of (\ref{dil}) in an eigenstate is zero, so $\langle\boldsymbol\alpha\cdot\mathbf p+V\rangle=0$ and $E=m\langle\beta\rangle$. This gives $m^2-E^2$, which proves (\ref{closed}).

The opening coincidence follows. In a Coulomb field $2s$ and $2p_{1/2}$ have the same energy, $E=0.98035\,m$, and (\ref{closed}) depends on the state through $E$ alone. The $2p_{3/2}$ level has $E=0.98112\,m$ and a smaller shift, $0.0413$ eV. The numerical check tests (\ref{closed}) with explicit Dirac matrices and gradients in three dimensions.

\paragraph{Remark 2 (the $1s$ state).} Here the upper and lower components share one radial factor $\rho(r)$. Then $\mathbf n\cdot\mathbf p\,\psi=-i(\rho'/\rho)\psi$, and the last term of (\ref{three}) contains the radial current $\psi^\dagger\boldsymbol\alpha\cdot\mathbf n\,\psi$, weighted by $V\rho'/\rho$, a function of $r$ alone. In a stationary state the current has no divergence, so its flux through a sphere is the same for every radius, and for a bound state it is zero at infinity. The term therefore vanishes. By (\ref{reduce}), $\langle V\boldsymbol\alpha\cdot\mathbf p\rangle=-\langle V^2\rangle$. For iodine $m^2/M=2.2073$ eV, $\langle\mathbf p^2\rangle=0.20705\,m^2$ and $\langle V^2\rangle=0.05747\,m^2$, so
\begin{equation}
\langle H_M\rangle_{1s}=\tfrac12(2.2073\ \text{eV})(0.20705-0.05747)=0.1651\ \text{eV}.
\end{equation}
For small $\zeta$, $\langle1/r^2\rangle=2(m\zeta)^2$, so the photon part tends to $-\zeta^4m^2/M$. It is smaller than the kinetic part, $\zeta^2m^2/2M$, by a factor of order $\zeta^2$.

\section{Several electrons}

\paragraph{Proposition.} Let $\mathbf T=V(\boldsymbol\alpha+(\boldsymbol\alpha\cdot\mathbf n)\mathbf n)$. In a Slater determinant of orbitals with definite parity, the terms $i\neq j$ of $H_M$ give for each pair $a,b$
\begin{equation}
\Delta_{ab}=-\frac1M\left[|\mathbf p_{ab}|^2+\mathrm{Re}\,(\mathbf T_{ab}\cdot\mathbf p_{ab}^*)\right].
\label{pair}
\end{equation}

\paragraph{Proof.} The terms of (\ref{HM}) that couple electrons 1 and 2 are
\begin{equation}
w=\frac1{2M}\left(2\mathbf p_1\cdot\mathbf p_2+\mathbf T_1\cdot\mathbf p_2+\mathbf T_2\cdot\mathbf p_1\right).
\end{equation}
The direct energy contains $\mathbf p_{aa}$ or $\mathbf p_{bb}$ in every term. These vanish because $\mathbf p$ is odd under parity. The exchange energy is $-\langle ab|w|ba\rangle$, that is
\begin{equation}
-\frac1{2M}\left(2\mathbf p_{ab}\cdot\mathbf p_{ba}+\mathbf T_{ab}\cdot\mathbf p_{ba}+\mathbf T_{ba}\cdot\mathbf p_{ab}\right).
\end{equation}
Both operators are Hermitian, so $\mathbf p_{ba}=\mathbf p_{ab}^*$ and $\mathbf T_{ba}=\mathbf T_{ab}^*$, which gives (\ref{pair}). It vanishes for two orbitals of equal parity.

As an example take $1s^2\,2p_{1/2}$ with unscreened hydrogenlike orbitals of iodine. This model leaves out the repulsion between electrons. The one-body terms give $2(0.1651)+0.0429=0.3731$ eV. The exchange of the $2p_{1/2}$ electron with the two $1s$ electrons gives $-0.0315$ eV from $\mathbf p_i\cdot\mathbf p_j$ and $+0.0083$ eV from the photon. The total is $0.3499$ eV.

\section{What the operator leaves out}

\paragraph{Retardation.} With an intermediate excitation energy $\Delta_n$ the photon denominator is $k+\Delta_n$ instead of $k$. The effect can be estimated for a nonrelativistic $1s$ electron with orbital $\phi$. The current is then $\mathbf p/m$, and $\mathbf p\,\phi=im\zeta\,\mathbf n\,\phi$. The spin current drops out: its average over $\hat{\mathbf k}$ is proportional to $\mathbf n\times\mathbf n=0$. Averaging $(\delta_{ab}-\hat k_a\hat k_b)e^{i\mathbf k\cdot\mathbf r}$ over $\hat{\mathbf k}$ and applying it to $n_b$ gives $n_af(kr)$, with
\begin{equation}
f(kr)=\tfrac12\int_{-1}^1d\mu\,(1-\mu^2)e^{ikr\mu},\qquad f(0)=\tfrac23 .
\end{equation}
The instantaneous exchange is proportional to $\int dk\,\langle f\rangle$. By Lemma 2 this equals $(\pi/2)\langle1/r\rangle=\pi m\zeta/2$. Retardation multiplies the contribution of state $n$ by $k/(k+\Delta_n)=1-\Delta_n/(k+\Delta_n)$. The loss is logarithmic between $k\sim\Delta_n\sim m\zeta^2$ and $k\sim m\zeta$, where $f$ falls off. Its leading part is $\frac23S\ln(1/\zeta)$, with
\begin{align}
S&=\sum_n\frac{|\langle n|\mathbf p|1s\rangle|^2\Delta_n}{(m\zeta)^2}=\frac{\langle[p_a,[H,p_a]]\rangle}{2(m\zeta)^2}=\frac{\langle\nabla^2V\rangle}{2(m\zeta)^2}\nonumber\\
&=\frac{4\pi\zeta}{2(m\zeta)^2}\,\frac{(m\zeta)^3}{\pi}=2m\zeta^2 ,
\end{align}
where $H$ is the nonrelativistic Hamiltonian and $|\phi(0)|^2=(m\zeta)^3/\pi$. The relative loss is
\begin{equation}
\frac{\frac23\,(2m\zeta^2)\ln(1/\zeta)}{\pi m\zeta/2}=\frac{8}{3\pi}\,\zeta\ln\frac1\zeta ,
\end{equation}
plus a term of order $\zeta$ without the logarithm. A numerical solution of the radial problem, taken as the slope between $\zeta=10^{-5}$ and $10^{-4}$ with $k$ cut off at $2000\,m\zeta$, gives the coefficient $0.8485$, against $8/(3\pi)=0.8488$. Most of the difference in the fourth digit comes from the cutoff. Since the photon part is of order $\zeta^4m^2/M$, retardation enters at order $\zeta^5m^2/M$, with a logarithm.

\paragraph{Pair states and two photons.} The estimates here are power counting. Contributions from momenta of order $m$ scale as $\zeta^2|\psi(0)|^2/(mM)\sim\zeta^5m^2/M$. This covers the pair corrections to both parts of $H_M$ and the $\mathbf A^2$ term of (\ref{nuc}). At atomic momenta the $\mathbf A^2$ term has two parts. If both photons end on the current of a positive-energy electron, $Ze\mathbf A\sim\zeta\cdot\zeta\cdot m\zeta$ and the energy is of order $(\zeta\cdot\zeta\cdot m\zeta)^2/M=\zeta^6m^2/M$. If both end on the electron through a negative-energy intermediate state, which acts as a vertex $e^2\mathbf A^2/2m$, the exchange contains $\int d^3k_1\,d^3k_2\,e^{i(\mathbf k_1+\mathbf k_2)\cdot\mathbf r}/[k_1k_2(k_1+k_2)]\propto1/r^3$. This is an interaction of order $\zeta^2/(mMr^3)$. Its mean value is of order $\zeta^5m^2/M$, and for $s$ states it carries a factor $\ln(1/\zeta)$ from the range $1/m<r<1/(m\zeta)$, the same order as retardation. The two vertices have the same sign, so this second-order exchange is attractive. It lowers the level, while retardation raises it, and the two logarithms partly cancel. Photons emitted and absorbed by the electrons while the nucleus recoils bring a further factor $\alpha$. With the Coulomb and Breit interactions between electrons included in the wavefunctions, $H_M$ thus accounts for recoil through order $\zeta^4m^2/M$, apart from these radiative terms. Nuclear spin and size need separate terms. The iodine values above belong to a spinless point of mass 127 u. The nuclear mass of $^{127}$I, about $126.88$ u, raises them by $0.1\%$, which changes the last digit for $1s$ and $2s$. Wavefunctions for a uniformly charged sphere of rms radius $4.75$ fm lower $\langle H_M\rangle$ by about $0.0007$ eV for $1s$ and $0.0001$ eV for $2s$ and leave $2p_{1/2}$ unchanged at this accuracy, so the equality of $2s$ and $2p_{1/2}$ is a property of the point nucleus.

\paragraph{Range of use.} The same nonrelativistic calculation says that retardation removes about $3\%$ of the $1s$ photon part at $Z=1$ and about $39\%$ at $Z=53$. The second figure lies outside the regime of the estimate and indicates a size, not a correction to apply. Applied to the Dirac value of the photon part, $0.063$ eV, it corresponds to about $0.025$ eV out of $0.165$ eV; applied to the nonrelativistic value $\zeta^4m^2/M=0.049$ eV, to about $0.019$ eV. For iodine, then, the values above are mean values of $H_M$, and the estimate suggests that for the $1s$ level the terms left out here are of the order of ten per cent of the recoil shift. Retardation is only one of these terms, and the estimate was made for $1s$ alone.

\section*{Table of computed values}
\begin{verbatim}
Z = 53, Z alpha = 0.386760
electron rest energy = 510998.951 eV
nuclear mass = 127 u, m/M = 4.319527e-06
m^2/M = 2.207274 eV
mode test: cross energy = 0.04035503, -q1 q2/k^2 = 0.04035503
8 pi r x tensor: along n 1.99999, across n 1.00000
hydrogenlike iodine, mean values of H_M in eV:
1s: E/m = 0.92218054, kinetic 0.228513 eV, photon -0.063427 eV
1s: sum 0.165085 eV, (m^2-E^2)/2M 0.165085 eV
2s: E/m = 0.98035211, kinetic 0.055325 eV, photon -0.012383 eV
2s: sum 0.042942 eV, (m^2-E^2)/2M 0.042942 eV
2p1/2: E/m = 0.98035211, kinetic 0.049408 eV, photon -0.006466 eV
2p1/2: sum 0.042942 eV, (m^2-E^2)/2M 0.042942 eV
2p3/2: E/m = 0.98112397, kinetic 0.043423 eV, photon -0.002152 eV
2p3/2: sum 0.041271 eV, (m^2-E^2)/2M 0.041271 eV
1s: <p^2>/m^2 = 0.207054, <V^2>/m^2 = 0.057471
1s: <V alpha.p>/m^2 = -0.057471, <beta> = 0.922181
1s^2 2p1/2 with unscreened orbitals:
one-body sum = 0.373113 eV
exchange, p_i.p_j part = -0.031544 eV
exchange, photon part = 0.008283 eV
total = 0.349852 eV
weak field (Z alpha = 0.01): 1s <T.p>/(Z alpha)^4 m^2 = -2.00030
weak field: sum |<1s|p|2p1/2>|^2/(m Z alpha)^2 = 0.078047, limit 0.078037
retardation log coefficient = 0.8485, 8/(3 pi) = 0.8488
nonrelativistic estimate, 1s photon term reduced by retardation:
Z = 1: fraction 0.0289
Z = 53: fraction 0.3918
\end{verbatim}
